# Equilibrium Donor Incorporation in a Strongly Degenerate Parabolic Band, part 2

How fast does the donor concentration in a crystal rise with the dopant activity $a$, when crystal and source stay in equilibrium at fixed temperature $T$? Of $N_s$ sites per unit volume, $N$ hold donors, all ionised. Without compensation, neutrality gives the electron density $n=N=N_cF(\eta)$. Energies are measured from the conduction-band edge $E_c$, and $\eta=(E_F-E_c)/kT$. The band is rigid and parabolic with effective mass $m$, and

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,f\,dx,\qquad f=\frac1{1+e^{x-\eta}},\qquad x=\frac{\hbar^2k^2}{2mkT}.$$

With $\Delta g$ the standard free energy of an ion plus an electron at the band edge, minimising the free energy gave the balance

$$\frac{N}{1-N/N_s}=N_cA\,e^{-\eta},\qquad A=\frac{N_s}{N_c}\,a\,e^{-\Delta g/kT}. \tag{1}$$

For $N\ll N_s$, neutrality then gives

$$F(\eta)\,e^\eta=A,\qquad\text{or}\qquad \eta+\ln F(\eta)=L,\quad L=\ln A. \tag{2}$$

The Sommerfeld expansion for $\eta\gg1$,

$$F=c\,\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}+\dots\right),\qquad c=\frac{4}{3\sqrt\pi}\simeq0.752, \tag{3}$$

led to the three-halves law

$$\boxed{\;\frac{N}{N_c\,c\,L^{3/2}}\longrightarrow1,\qquad L=\ln A\to\infty\;} \tag{4}$$

and, with $W$ the Lambert function, to the approximation

$$\eta=\frac32\,W\!\left[\frac23\left(\frac Ac\right)^{2/3}\right],\qquad N=N_cc\,\eta^{3/2}. \tag{6}$$

A second derivation considers reversible exchange events, in which a dopant atom enters a site and its electron enters an empty band orbital. It has recovered (2), and must now reach (4) without the Sommerfeld expansion.

The example is germanium-doped gallium nitride at $T=1000$ K, with $m=0.20$ electron masses, dielectric constant 9, $N_s=4.4\times10^{22}$ cm$^{-3}$, $kT=0.0862$ eV and $N_c=1.37\times10^{19}$ cm$^{-3}$. At $N=10^{20}$ cm$^{-3}$, $\eta=4.36$, $A\simeq574$ and $L=6.35$. Full ionisation needs the donor levels to have merged with the band, which by a linear-screening estimate takes about $1.5\times10^{19}$ cm$^{-3}$ at 1000 K. The nonparabolicity $\alpha$ in the numerical output is defined by $E(1+\alpha E)=\hbar^2k^2/2m$.

**Bounds on the electron number.** Let $\eta>0$ and compare $F$ with the value it would have if all states below $x=\eta$ were full and all above were empty. That value is $(2/\sqrt\pi)(2/3)\eta^{3/2}=c\,\eta^{3/2}$. Two errors are made.

Below $\eta$ some states are empty. There $1-f\le e^{x-\eta}$ and $\sqrt x\le\sqrt\eta$, so

$$\int_0^\eta\sqrt x\,(1-f)\,dx\le\sqrt\eta\int_0^\eta e^{x-\eta}dx\le\sqrt\eta .$$

Above $\eta$ some states are full. There $f\le e^{\eta-x}$. With $x=\eta+t$ and $\sqrt{\eta+t}\le\sqrt\eta+\sqrt t$,

$$\int_\eta^\infty\sqrt x\,f\,dx\le\int_0^\infty(\sqrt\eta+\sqrt t)\,e^{-t}dt=\sqrt\eta+\frac{\sqrt\pi}{2}.$$

The first error lowers $F$ and the second raises it. Multiplying by $2/\sqrt\pi$,

$$c\,\eta^{3/2}-\frac{2}{\sqrt\pi}\sqrt\eta\;\le F\le\;c\,\eta^{3/2}+\frac{2}{\sqrt\pi}\sqrt\eta+1. \tag{7}$$

Divided by $c\,\eta^{3/2}$, both sides tend to one, so $F/(c\,\eta^{3/2})\to1$.

**The response to activity.** It remains to relate $\eta$ to $L$. Differentiating $\eta+\ln F=L$ gives

$$\frac{d\eta}{dL}=\frac{1}{1+F'/F},\qquad F'=\frac{dF}{d\eta}. \tag{8}$$

Since $\partial f/\partial\eta=f(1-f)\le e^{-|x-\eta|}$, the estimates just used give

$$F'=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,f(1-f)\,dx\le\frac{2}{\sqrt\pi}\left(2\sqrt\eta+\frac{\sqrt\pi}{2}\right).$$

This grows as $\sqrt\eta$ while $F$ grows as $\eta^{3/2}$. Hence $F'/F\to0$ and $d\eta/dL\to1$. A function whose slope tends to one satisfies $\eta/L\to1$. Together with (7),

$$\frac{N}{N_ccL^{3/2}}=\frac{F}{c\,\eta^{3/2}}\left(\frac\eta L\right)^{3/2}\longrightarrow1 ,$$

which is the three-halves law again.

Equation (8) also gives the local exponent, the slope seen on a doubly logarithmic plot of donors against activity. At fixed temperature $dL=d\ln a$, and $d\ln N=(F'/F)\,d\eta$, so

$$s=\frac{d\ln N}{d\ln a}=\frac{F'}{F+F'},\qquad \frac1s=1+\frac{F}{F'} . \tag{9}$$

The two terms in $1/s$ are two resistances to doping. The first, equal to 1, comes from the entropy lost by donors as they become less dilute. The ratio $F/F'$ comes from the rise of the Fermi energy. When $F=e^\eta$ they are equal and $s=1/2$. In the degenerate limit $f(1-f)$ is a narrow peak of unit area at $x=\eta$, so $F'\simeq(2/\sqrt\pi)\sqrt\eta$, $F'/F\simeq3/(2\eta)$ and

$$s\simeq\frac{3}{2\eta+3}.$$

In the gallium nitride example at $10^{20}$ cm$^{-3}$, (9) gives $s=0.24$ and the limiting formula gives 0.26. At $3\times10^{20}$ cm$^{-3}$ the ideal exponent has fallen to 0.135. No fixed power of the activity describes the degenerate range.

**What each derivation assumes.** The first derivation assumes that crystal and source together reach the minimum of a free energy. It needs no mechanism. Interactions enter by adding terms to the free energy and differentiating. The second assumes reversible exchange events, electrons thermalised among themselves, and independent occupation of sites and orbitals. It shows what must happen for equilibrium to hold: exchange has to be fast enough to finish before the growing crystal buries the donors. It also shows what happens if the exchange occurs at a surface where $\eta$ is pinned at $\eta_s$. Then $N=N_cAe^{-\eta_s}$, and the dilute donor concentration is linear in activity.

The mathematical parts differ too. The Sommerfeld expansion supplies the corrections to $F$; its leading term alone gives formula (6). The bounds (7) prove the limit with elementary inequalities but do not give the coefficient $\pi^2/8$ in (3).

Both routes share the assumptions of dilute sites, rigid bands, no Coulomb correlation and no compensation. The effects below are sized one at a time, at the activity that ideally gives $10^{20}$ cm$^{-3}$. They do not simply add.

*Site filling* replaces $N$ by $N/(1-N/N_s)$ on the left of the balance. Here $N/N_s\simeq0.0023$, and the change in $N$ is smaller still by the factor $s$, about $-0.05$ %. The law must nevertheless end before $N$ approaches $N_s$.

*Exchange* between electrons lowers their chemical potential. To first order in the Coulomb interaction, its free energy per unit volume is

$$f_x=-\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{e^2}{\epsilon|\mathbf k-\mathbf k'|^2}\,f_kf_{k'} ,$$

where $\epsilon$ is the permittivity of the crystal. Let $Q=\sqrt{2mkT}/\hbar$, $k=Qu$, $k'=Qw$ and $l=e^2/(4\pi\epsilon kT)$. The angular integrals give $8\pi^2\Lambda/(kk')$ with $\Lambda=\ln|(u+w)/(u-w)|$, so

$$\frac{f_x}{kT}=-\frac{lQ^4}{2\pi^3}I,\qquad I=\int_0^\infty\!\!\int_0^\infty uw\,\Lambda\,f(u)f(w)\,du\,dw .$$

Because $f$ depends on $\eta-u^2$, $\partial f/\partial\eta=-(1/2u)\,\partial f/\partial u$. The two factors $f$ contribute equally to $dI/d\eta$. Integrating by parts over $u$, with $\partial\Lambda/\partial u=-2w/(u^2-w^2)$ and a principal value at $u=w$,

$$\frac{dI}{d\eta}=-2\int\!\!\int\frac{w^2}{u^2-w^2}f(u)f(w)\,du\,dw=\left(\int_0^\infty f\,du\right)^2 .$$

The last step averages the integrand with its copy under $u\leftrightarrow w$, which turns the fraction into $-\tfrac12$. An integration by parts of $F'$ shows that $\int f\,du=\tfrac{\sqrt\pi}{2}F'$. Dividing $df_x/d\eta$ by $dn/d\eta=N_cF'=Q^3F'/(4\pi^{3/2})$ gives the shift

$$\frac{\mu_x}{kT}=-\frac{lQ}{2\sqrt\pi}F' ,$$

which grows as $\eta^{1/2}$. In the example it is $-0.070$ eV.

*Screening* lowers the energy of each ion. In linear response, with the long-wavelength response used at every wave vector, the electrons screen with inverse length $\kappa$, where $\kappa^2=(e^2/\epsilon)\,\partial n/\partial\mu=4\pi lN_cF'$. The ion's energy in its induced potential is

$$\frac{e^2}{2\epsilon}\int\frac{d^3q}{(2\pi)^3}\left(\frac1{q^2+\kappa^2}-\frac1{q^2}\right)=-\frac{e^2\kappa}{8\pi\epsilon}.$$

A new donor with its electron also changes $\kappa$ for the other ions. Differentiating the density times this energy multiplies it by $1+\tfrac12\,d\ln F'/d\ln F$, which tends to $7/6$. The result grows as $\eta^{1/4}$ and is $-0.082$ eV in the example. The long-wavelength response overstates screening at short distances; with the wave-vector-dependent (Lindhard) response the value is $-0.068$ eV.

Let $C(\eta)$ be the sum of the two lowerings in units of $kT$. The balance becomes $\eta+\ln F=L+C(\eta)$. Since $C/\eta\to0$, the leading law survives within this approximation, but the approach changes: at $L=10^4$ the ratio in the law is 1.005 instead of 0.998. At the example's activity the donor concentration rises by about half, to $1.5\times10^{20}$ cm$^{-3}$. The rise is 53 % with long-wavelength screening and 48 % with the Lindhard response. The total lowering is nearly $2kT$, so this perturbative figure is an estimate of size.

*Compensation* can end the law. A gallium vacancy that accepts three electrons has concentration $N_se^{-E_v/kT+3\eta}$ when vacancies are dilute, where $E_v$ is its formation energy with the Fermi level at the band edge. Neutrality becomes

$$N=N_cF+3N_se^{-E_v/kT+3\eta}.$$

Once the vacancy term dominates, $N\propto e^{3\eta}$. Combined with $Ne^\eta\propto a$ this gives $e^{4\eta}\propto a$ and $N\propto a^{3/4}$, until sites fill. A power law returns, but the added donors are mostly compensated.

The estimates here hold $E_v$ constant, although screening by the electrons would lower the energy of so highly charged a vacancy and bring compensation on earlier. For a rough $E_v=2.0$ eV, the example's donors rise to $1.04\times10^{20}$ cm$^{-3}$ and its electrons fall to $0.99\times10^{20}$ cm$^{-3}$. The vacancy charge reaches a tenth of the electron density at $n=1.1\times10^{20}$ cm$^{-3}$ and equals it at $1.4\times10^{20}$ cm$^{-3}$. With that energy the ideal results at $2$ and $3\times10^{20}$ cm$^{-3}$ lie outside the law's range. Including the exchange and long-wavelength screening terms above, for the vacancy as well, moves the two densities to about $0.7$ and $1.1\times10^{20}$ cm$^{-3}$. The onset depends strongly on $E_v$: for a constant 3.0 eV the vacancy charge equals the electron density only at $3.1\times10^{20}$ cm$^{-3}$. Keeping the vacancy charge at 1 % of the ideal electron density at $10^{20}$ cm$^{-3}$ would need $E_v\simeq2.14$ eV.

**Beside real growth.** Germanium-doped gallium nitride can be grown with electron densities of order $10^{20}$ cm$^{-3}$, so the example's doping is realistic. Its mass, dielectric constant and temperature are rough but ordinary values; the vacancy energy is the least certain input. The assumption most open to doubt in beam epitaxy is equilibrium itself. If every arriving dopant atom is buried, at fixed growth rate, the concentration is proportional to the dopant flux. Going from $10^{18}$ to $10^{20}$ cm$^{-3}$ then takes a hundredfold increase in flux, against the $10^5$-fold increase in activity required by the ideal equilibrium model. A second dopant-rich phase sets a further limit, because once it forms in equilibrium it fixes the activity. The ideal degenerate balance (2) is therefore useful, as a first estimate, only in a window: densities well above $N_c$ and the merging of the donor levels, but below the onset of compensation, site filling and a second phase. In this example, with the rough vacancy energy of 2.0 eV, that window is narrow; a higher vacancy energy would widen it. With vacancies left out, the Coulomb terms sized above would raise ideal concentrations between $5\times10^{19}$ and $1.4\times10^{20}$ cm$^{-3}$ by roughly 45 to 60 %, which for $E_v=2.0$ eV carries the upper part of that range into compensation. The activities in the window are also too small for the bare law (4), which lies 54 to 65 % above the solution of (2) between $5\times10^{19}$ and $1.4\times10^{20}$ cm$^{-3}$. The three-halves law describes the limit of the model, not a range of measured dopings. The numerical output below gives the remaining values.

## Calculated quantities

```
T = 1000 K, kT = 0.08617 eV, mass = 0.20 m0
dielectric constant = 9.0, gap = 3.0 eV (rough)
Nc = 1.3660e+19 cm^-3, sites = 4.40e+22 cm^-3
prefactor c = 0.75225
Activity unit: a1 gives 1e+18 cm^-3; ln A = -5.2030
ND (cm^-3) | eta | EF-Ec (eV) | ln A | a/a1 | exponent
1e+18 | -2.589 | -0.223 | -5.203 | 1.000e+00 | 0.494
1e+19 | -0.056 | -0.005 | -0.367 | 1.259e+02 | 0.444
3e+19 | 1.541 | 0.133 | 2.328 | 1.864e+03 | 0.366
1e+20 | 4.361 | 0.376 | 6.352 | 1.043e+05 | 0.239
2e+20 | 7.118 | 0.613 | 9.802 | 3.286e+06 | 0.169
3e+20 | 9.393 | 0.809 | 12.483 | 4.795e+07 | 0.135
Activity factor for 1e20 -> 2e20 cm^-3: 31.51
Square-root law, a/a1 for 1e20: 1.0e+04
At 1e20: A = 573.62, ND/Nc = 7.3209
Lambert eta = 4.4106, leading ND = 9.518e+19 cm^-3
Degenerate exponent 3/(2 eta+3) = 0.2559
Bare L^1.5 law at 1e20 activity: 1.645e+20 cm^-3
L | eta | ND/(Nc c L^1.5) | 1 - first correction
1e+01 | 7.283 | 0.636276 | 0.524621
1e+02 | 93.478 | 0.903910 | 0.900654
1e+03 | 989.938 | 0.984947 | 0.984885
1e+04 | 9986.471 | 0.997971 | 0.997970
1e+06 | 999979.561 | 0.999969 | 0.999969
Same ratio with Coulomb shifts, L = 1e4, 1e6, 1e8:
  1.004921, 1.000597, 1.000060
Neglected effects at the activity for ideal 1e20 cm^-3:
exchange = 0.0696 eV
ion screening = 0.0823 eV
screening length = 1.170 nm
ND with both = 1.531e+20 cm^-3
nonparabolicity alpha = 0.213 1/eV
ND nonparabolic = 1.112e+20 cm^-3
ND with site filling = 9.9946e+19 cm^-3
holes (mass 1.5 m0) = 2.72e+03 cm^-3
Ga vacancy(3-) energy at band edge = 2.0 eV (rough)
compensated: ND = 1.036e+20, n = 9.888e+19 cm^-3
vacancy energy for 1 % compensation = 2.143 eV
vacancy charge equals n at n = 1.362e+20 cm^-3
  there ND = 2.723e+20 cm^-3, a/a1 = 8.388e+05
ultimate exponent with vacancies = 0.7500
donor Bohr radius = 2.381 nm
Mott density (0.25/aB)^3 = 1.16e+18 cm^-3
if a 30 meV level persisted: neutral/ionised = 222.0
1e20 cm^-3 frozen in, 300 K: EF-Ec = 0.391 eV
```
